Thermal emission time of an electron from a 0.6 eV trap

**Question**

I am learning how subgap states are extracted in amorphous oxide thin-film transistors, and I am stuck on an exercise. An electron sits in a trap 0.6 eV below the conduction-band edge, at 300 K, and the attempt frequency is 10¹² per second. I am asked for the emission time.

The thermal energy at 300 K is about 0.026 eV, far less than 0.6 eV, so I don't see how the electron gets out at all. I suspect a Boltzmann factor, but where does it come from, and what is being "attempted"? Is the emission time a mean or a half-life? And what does one such time have to do with a density of states?

**Answer**

The rate follows from equilibrium, where emission must balance capture. The time then follows from the rate.

**The emission rate**

Let the trap level be Et, the band edge Ec, the Fermi level EF, and the depth E = Ec − Et. The trap holds zero or one electron, and I give its two charge states equal statistical weight; any other weight would multiply the attempt frequency by a constant. Let f be the probability that the trap is filled, n the density of free electrons, c the capture coefficient and r the emission rate of a filled trap.

Capture needs a free electron and an empty trap, so it occurs at the rate c n (1 − f). Emission needs a filled trap, so it occurs at the rate r f. In equilibrium each process is balanced by its own reverse:

c n (1 − f) = r f, so r = c n (1 − f)/f.

The equilibrium occupation is the Fermi function. With x = (Et − EF)/kT,

f = 1/(1 + exp x)
1 − f = exp x/(1 + exp x)
(1 − f)/f = exp[(Et − EF)/kT].

For the free electrons, let g(ε) be the density of band states at energy ε. Then

n = ∫ g(ε) dε / (1 + exp[(ε − EF)/kT]).

If EF lies many kT below Ec, the exponential is large throughout the band and the 1 can be dropped. Writing ε − EF = (ε − Ec) + (Ec − EF) gives

n = Nc exp[−(Ec − EF)/kT], with Nc = ∫ g(ε) exp[−(ε − Ec)/kT] dε.

Now insert both results into r. The exponents add up to

(Et − EF) − (Ec − EF) = Et − Ec = −E,

so the Fermi level cancels:

r = ν exp(−E/kT), with ν = c Nc.

This is your Boltzmann factor. The attempt frequency ν is the capture coefficient times the effective density of band states. I assume that r keeps this value when the trap is out of equilibrium and emptying.

To see what sizes are involved, take a parabolic band with a mass m of 0.3 electron masses, a round model value. Its density of states is

g(ε) = (1/2π²)(2m/ħ²)^(3/2) √(ε − Ec).

The integral of √y exp(−y) from 0 to ∞ is √π/2, which gives

Nc = (1/2π²)(2m kT/ħ²)^(3/2) (√π/2) = 2 (m kT/2πħ²)^(3/2).

At 300 K this is 4.1 × 10¹⁸ cm⁻³. The given ν then corresponds to c = ν/Nc = 2.4 × 10⁻⁷ cm³/s.

The step that can fail is dropping the 1. If the Fermi level is at the band edge, integrating the full Fermi function numerically for this band gives a balancing emission rate of 0.765 times the simple formula. The reason is that a band state with occupation F satisfies

F = (1 − F) exp[−(ε − EF)/kT],

so each band state contributes to r in proportion to its empty fraction 1 − F. Filled band states cannot accept the electron. With the Fermi level 0.3 eV below the edge, the same integration gives a ratio of 0.999997, and the simple formula is safe.

**From the rate to a time**

Suppose the trap is filled at t = 0 and emitted electrons are swept away, so that none is recaptured. The probability p that the trap is still filled obeys

dp/dt = −r p, with p(0) = 1.

Dividing by p and integrating gives ln p = −r t, hence p = exp(−r t). The probability of emission between t and t + dt is r p dt, so the mean waiting time is

τ = ∫ t r exp(−r t) dt, from 0 to ∞.

Integrate by parts, using that r exp(−r t) is the derivative of −exp(−r t):

τ = [−t exp(−r t)] + ∫ exp(−r t) dt = 0 + 1/r.

Therefore

τ = (1/ν) exp(E/kT).

This is what I call the emission time here: the mean wait, and also the time after which a fraction exp(−1) = 0.37 of such traps is still filled. The half-life follows from exp(−t/τ) = 1/2 and is τ ln 2, which is shorter.

**The numbers**

With k = 8.61733 × 10⁻⁵ eV/K:

kT = 8.61733 × 10⁻⁵ × 300 = 0.025852 eV
E/kT = 0.6/0.025852 = 23.209
exp(23.209) = 1.201 × 10¹⁰
τ = 1.201 × 10¹⁰ × 10⁻¹² s = 0.0120 s

The emission time is about 12 ms. The rate is 83 per second, and the half-life is 8.3 ms.

**How it escapes although kT is so small**

kT sets the scale of thermal energy exchange, but it is not a ceiling. Larger energies occur with exponentially small probability. Picture the electron making ν independent attempts per second, each succeeding with probability q = exp(−E/kT). The chance that attempt number j is the first success is q(1 − q)^(j−1). The mean number of attempts is

Σ j q (1 − q)^(j−1) = q/[1 − (1 − q)]² = 1/q,

where I used Σ j s^(j−1) = 1/(1 − s)² with s = 1 − q. Here 1/q is 1.2 × 10¹⁰ attempts, at 10⁻¹² s each, which again makes 12 ms. A success is very unlikely, but the attempts are very frequent. This is a picture of the rate; the derivation above did not need the electron to strike a barrier at regular intervals.

**How far to trust the 12 ms**

The depth sits in an exponent. An extra 0.01 eV multiplies τ by exp(0.01/0.025852) = 1.47. At the same ν, a trap 0.5 eV deep has τ = 0.25 ms, and one 0.7 eV deep has τ = 0.57 s. A factor of ten in time corresponds to kT ln 10 = 0.0595 eV in depth. The attempt frequency enters more gently: ten times larger ν gives ten times shorter τ.

For temperature, take the logarithm, ln τ = E/(kT) − ln ν, and differentiate at fixed ν:

d ln τ/dT = −E/(kT²) = −0.6/(0.025852 × 300) = −0.077 per kelvin.

Warming by one kelvin thus multiplies τ by about exp(−0.077) = 0.93, which shortens it by roughly 7 %. At 310 K the full formula gives 5.7 ms. In reality ν = c Nc also changes with temperature, which this estimate leaves out.

Two other conditions matter:

- *A second way out.* If the electron can also leave by a route of rate r₀ that does not depend on temperature, such as tunnelling, the rates add and τ = 1/(r + r₀). On cooling, r vanishes and τ levels off at 1/r₀ instead of growing without limit. A strong electric field that lowers the barrier would also shorten τ.
- *Recapture.* If free electrons remain at a fixed density n, then dp/dt = −r p + c n (1 − p) = −(r + c n) p + c n. The occupation now relaxes with the time 1/(r + c n). When the Fermi level coincides with the trap level, f = 1/2, and the balance condition gives c n = r. The relaxation time is then τ/2, although the emission rate itself has not changed.

**What this has to do with a density of states**

Because τ depends so steeply on depth, time acts as an energy scale. Fill all the traps, then let them empty without recapture. After one emission time of your trap, t = 12.01 ms, the fraction exp[−t/τ(E)] still filled is

0.5 eV deep: 1.6 × 10⁻²¹
0.6 eV deep: 0.37
0.7 eV deep: 0.98

The shallower traps have emptied and the deeper ones have hardly begun. The boundary lies where τ(E) = t, that is, at the depth

E*(t) = kT ln(νt).

Since t/τ(E) = νt exp(−E/kT) = exp[−(E − E*)/kT], the emptied fraction is

P(E − E*) = 1 − exp{−exp[−(E − E*)/kT]}.

It falls from 1 for shallow traps to 0 for deep ones, within a few kT around E*. Waiting longer shifts this profile to greater depth without changing its shape. Between times t₁ and t₂ the shift is

Δ = E*(t₂) − E*(t₁) = kT ln(t₂/t₁).

Let N be the number of traps per volume and per energy, taken as constant over a range that extends well beyond E*(t₁) and E*(t₂) on both sides. The density of electrons released between the two times is

δn = N ∫ [P(E − E*(t₂)) − P(E − E*(t₁))] dE.

Write the bracket as an integral over the position s of the profile, from E*(t₁) to E*(t₂), of the derivative of P(E − s) with respect to s, which is −P′(E − s). Integrating over E first, each s contributes P(−∞) − P(+∞) = 1 − 0 = 1. The integral over s then gives Δ, so

δn = N kT ln(t₂/t₁), or N = δn/[kT ln(t₂/t₁)].

For a measurement from 1 ms to 100 ms at 300 K, the window is 0.025852 × ln 100 = 0.119 eV wide. Your trap, with τ = 12 ms, lies inside it. If N is constant and recapture is negligible, as assumed here, dividing the released electron density by 0.119 eV gives the subgap density of states N. The window has soft edges, however: about a fifth of the released electrons come from depths just outside it, mostly on the deeper side. For constant N their mean depth lies 0.58 kT, or 0.015 eV, deeper than the centre of the window. If N varies with energy, the result is a weighted average, so features narrower than the window are smeared out. Bringing t₁ and t₂ closer together sharpens the resolution, but only down to a few kT.

Negligible recapture is a demanding condition in a real transistor. With the c above, 10¹⁶ cm⁻³ empty traps capture a free electron in 1/(c × 10¹⁶ cm⁻³) = 4 × 10⁻¹⁰ s. Drifting a distance L under a voltage V with mobility μ takes L²/(μV). For μ = 10 cm²/Vs and V = 1 V that is 10⁻⁷ s along a 10 µm channel, but only 2.5 × 10⁻¹² s across a 50 nm film. When the electron needs longer to leave than to be recaptured, it is trapped again on the way out, and the formulas for E* and N above do not apply as written.

The attempt frequency does not appear in the expression for N, provided that all the traps share the same ν. It does appear in E*, the depth to which you assign that N. If your assumed ν is ten times too large, every depth comes out 0.0595 eV too large. A density of states extracted in this way therefore needs its value of ν stated with it.

Numerical values quoted here were computed with a short program.
